\section*{Gaussian-nucleus attraction integrals from a tight s function}

\section{Result}

A nucleus of charge $Z$ at $\mathbf C$ is given the charge density
\begin{equation}
Z\rho(\mathbf r)=Z\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi|\mathbf r-\mathbf C|^2},
\qquad \xi=\frac{3}{2r_{\rm rms}^2}.
\label{density}
\end{equation}
Let $s_N$ be the normalised s Gaussian with exponent $\xi/2$ centred at $\mathbf C$. For real basis functions $\chi_a,\chi_b$, the attraction integral is a two-electron repulsion integral:
\begin{equation}
V_{ab}=-Z\,(\chi_a\chi_b|s_Ns_N).
\label{repulsion}
\end{equation}
If the functions are Gaussians with exponents $\alpha,\beta$ at $\mathbf A,\mathbf B$, put
\begin{equation}
\begin{gathered}
p=\alpha+\beta,\quad \mathbf P=\frac{\alpha\mathbf A+\beta\mathbf B}{p},\quad
\mathbf R=\mathbf P-\mathbf C,\\
T=pR^2,\qquad s=\frac{\xi}{p+\xi}.
\end{gathered}
\end{equation}
A point-nucleus routine becomes a Gaussian-nucleus routine when each Boys function $F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt$ is replaced by
\begin{equation}
\widetilde F_m=s^{m+1/2}F_m(sT).
\label{rule}
\end{equation}
Both the argument and the prefactor change. The point nucleus is $s=1$.

Hartree atomic units are used, except that nuclear radii are first given in fm. The nucleus is static and spherical. Measured radii of medium and heavy nuclei follow roughly $0.84A^{1/3}+0.57$ fm. To fix the model for the example, the radius is set by the fit
\begin{equation}
r_{\rm rms}=(0.836\,A^{1/3}+0.570)\ {\rm fm},
\label{radius}
\end{equation}
where $A$ is the mass number. The third figures only define the model and are not a statement of accuracy, and the fit is poor for the lightest nuclei. It is an input, not a consequence of the Gaussian shape; a measured radius of the isotope can be used in its place.

\section{Density, potential and repulsion integral}

The second moment of the unit density fixes $\xi$. With $\int_0^\infty r^4e^{-\xi r^2}dr=3\sqrt\pi/(8\xi^{5/2})$,
\begin{equation}
r_{\rm rms}^2=4\pi\left(\frac{\xi}{\pi}\right)^{3/2}\frac{3\sqrt\pi}{8\xi^{5/2}}=\frac{3}{2\xi}.
\end{equation}

Let $\phi(r)$ be the potential of the unit density, with $r$ measured from $\mathbf C$. Poisson's equation for a spherical charge is $(r\phi)''=-4\pi r\rho$. The trial solution $r\phi=\operatorname{erf}(\sqrt\xi r)$ gives
\begin{align}
(r\phi)'&=2\sqrt{\xi/\pi}\,e^{-\xi r^2},\\
(r\phi)''&=-4\xi\sqrt{\xi/\pi}\,r e^{-\xi r^2}
=-4\pi r\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi r^2},
\end{align}
as required. It vanishes at $r=0$, so $\phi$ is finite there, and tends to one at infinity, which is the correct total charge. An electron therefore has potential energy
\begin{equation}
V(r)=-Z\frac{\operatorname{erf}(\sqrt\xi r)}r,
\qquad V(0)=-2Z\sqrt{\xi/\pi}.
\label{potential}
\end{equation}

The normalised s function is $s_N=(\xi/\pi)^{3/4}e^{-\xi r^2/2}$. Its square is $\rho$. Hence
\begin{equation}
V_{ab}=-Z\iint\frac{\chi_a(\mathbf r)\chi_b(\mathbf r)\,s_N(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\end{equation}
which is equation \eqref{repulsion}. The exponent supplied to a four-index repulsion routine is $\xi/2$, because two s functions are multiplied. A three-index routine with one auxiliary s function needs exponent $\xi$ and the coefficient $(\xi/\pi)^{3/2}$ on the unnormalised function. The function $s_N$ describes the nucleus and is not added to the electronic basis.

\section{The rescaled Boys argument}

Take two unnormalised s functions. Their product is $Ke^{-p|\mathbf r-\mathbf P|^2}$, with $K=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/p}$. The substitution $v=ur$ in the definition of the error function gives
\begin{equation}
\frac{\operatorname{erf}(\sqrt\xi r)}r=\frac2{\sqrt\pi}\int_0^{\sqrt\xi}e^{-u^2r^2}\,du.
\label{erfint}
\end{equation}
For fixed $u$, completing the square produces a Gaussian of total exponent $p+u^2$ and a constant:
\begin{equation}
\int e^{-p|\mathbf r-\mathbf P|^2-u^2|\mathbf r-\mathbf C|^2}d^3r
=\left(\frac{\pi}{p+u^2}\right)^{3/2}
\exp\left(-\frac{pu^2}{p+u^2}R^2\right).
\end{equation}
Now set $t^2=u^2/(p+u^2)$. Then
\begin{equation}
u=\frac{\sqrt p\,t}{\sqrt{1-t^2}},\quad
du=\frac{\sqrt p\,dt}{(1-t^2)^{3/2}},\quad
p+u^2=\frac p{1-t^2}.
\end{equation}
The factors $(1-t^2)^{\pm3/2}$ cancel, leaving $\pi^{3/2}/p$. At $u=\sqrt\xi$ the upper limit is $t=\sqrt s$. Including $2/\sqrt\pi$ from equation \eqref{erfint}, the integral for unit nuclear charge is
\begin{equation}
J_{ss}=\frac{2\pi K}{p}\int_0^{\sqrt s}e^{-Tt^2}dt
=\frac{2\pi K}{p}\sqrt s\,F_0(sT).
\label{ss}
\end{equation}
The last step uses $t=\sqrt s\,v$, which supplies the factor $\sqrt s$. The attraction matrix element is $-ZJ_{ss}$. The new argument is $sT=p\xi R^2/(p+\xi)$: the exponent $p$ has been replaced by the reduced exponent of the electronic and nuclear distributions.

\section{Arbitrary angular momentum}

A product of Cartesian Gaussians can be expanded in derivatives of one s Gaussian. In one dimension, write $x_P=x-P_x$ and
\begin{equation}
\begin{aligned}
x_A^i x_B^j e^{-\alpha x_A^2-\beta x_B^2}&=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t,\\
\Lambda_t&=\partial_{P_x}^t e^{-px_P^2}.
\end{aligned}
\end{equation}
Since $\partial_{P_x}\Lambda_0=2px_P\Lambda_0$ and $\partial_{P_x}x_P=-1$, Leibniz's rule gives $\Lambda_{t+1}=2p(x_P\Lambda_t-t\Lambda_{t-1})$. Thus
\begin{equation}
x_P\Lambda_t=\frac{\Lambda_{t+1}}{2p}+t\Lambda_{t-1}.
\end{equation}
Multiplication of the product by $x_A=x_P+P_x-A_x$ yields
\begin{equation}
E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2p}+(P_x-A_x)E_t^{ij}+(t+1)E_{t+1}^{ij}.
\label{erec}
\end{equation}
Raising $j$ uses $P_x-B_x$ instead. The start is $E_0^{00}=e^{-\alpha\beta(A_x-B_x)^2/p}$, and coefficients outside $0\le t\le i+j$ vanish. These coefficients do not contain $\xi$.

The nuclear part does. Neither $s$ nor the potential depends on $\mathbf P$, so the derivatives in $\Lambda_t\Lambda_u\Lambda_v$ can be taken outside the integral over $\mathbf r$. By equation \eqref{ss} with $K=1$, the integral of $\Lambda_t\Lambda_u\Lambda_v$ against $\operatorname{erf}(\sqrt\xi r)/r$ is $(2\pi/p)\,\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^v\widetilde F_0$, which is $(2\pi/p)R_{tuv}^{(0)}$ in the following notation. Define
\begin{equation}
R_{000}^{(n)}=(-2p)^n\widetilde F_n,
\qquad R_{tuv}^{(n)}=\partial_{P_x}^t\partial_{P_y}^u\partial_{P_z}^vR_{000}^{(n)}.
\end{equation}
Differentiation under the integral gives $F_n'(x)=-F_{n+1}(x)$. With $X=P_x-C_x$ and $\partial_{P_x}(sT)=2psX$,
\begin{equation}
\partial_{P_x}\widetilde F_n=-2psX\,s^{n+1/2}F_{n+1}(sT)
=-2pX\widetilde F_{n+1}.
\label{derivative}
\end{equation}
This is the point-nucleus relation with $F$ replaced by $\widetilde F$. Consequently $\partial_{P_x}R_{000}^{(n)}=XR_{000}^{(n+1)}$. Applying the remaining derivatives and using Leibniz's rule on $X$ gives
\begin{equation}
R_{t+1,u,v}^{(n)}=XR_{tuv}^{(n+1)}+tR_{t-1,u,v}^{(n+1)},
\label{rrec}
\end{equation}
and the analogous equations in $y,z$. The recurrence contains no $s$, which proves rule \eqref{rule} for all Cartesian angular momenta.

For each primitive pair, the algorithm is as follows.
\begin{enumerate}
\item Convert $r_{\rm rms}$ to bohr, form $\xi$, and evaluate $s=1/(1+p/\xi)$.
\item Compute $\widetilde F_m$ for $m=0,\ldots,L$, where $L$ is the sum of all Cartesian powers in the pair.
\item Build the three sets of $E$ coefficients and the $R_{tuv}^{(0)}$ from equations \eqref{erec} and \eqref{rrec}.
\item Form
\begin{equation}
V_{ab}=-Z\frac{2\pi}{p}\sum_{tuv}E_tE_uE_vR_{tuv}^{(0)}.
\end{equation}
\item Apply normalisation and contraction coefficients, and sum over nuclei with their own $\xi$ and $Z$.
\end{enumerate}
The numerical check compares a d--p integral with three-dimensional quadrature, and all p--p components with a separate repulsion code.

\section{Conditioning and limiting cases}

\subsection{Boys functions}

Integration by parts gives $(2m+1)F_m(x)=e^{-x}+2xF_{m+1}(x)$. Repeated insertion yields
\begin{equation}
F_m(x)=e^{-x}\sum_{k=0}^{\infty}
\frac{(2x)^k}{(2m+1)(2m+3)\cdots(2m+2k+1)}.
\end{equation}
The remainder vanishes because the product in the denominator eventually outgrows $(2x)^k$. For $x\ge0$ all terms are positive, so the sum has no cancellation. At very large $x$ the separate exponential and sum can underflow and overflow, and another evaluation is needed.

The relative sensitivity to the argument follows from the same identity:
\begin{equation}
\left|\frac{xF_m'}{F_m}\right|=\frac{xF_{m+1}}{F_m}
=m+\frac12-\frac{e^{-x}}{2F_m}\le m+\frac12.
\end{equation}
A small relative error in $sT$ is thus amplified by at most $m+\frac12$ to first order.

\subsection{Tight and diffuse pairs}

For an s pair centred on the nucleus, $T=0$ and $F_0(0)=1$. The ratio of Gaussian to point attraction is
\begin{equation}
\frac{V_G}{V_P}=\sqrt s=\left(1+\frac p\xi\right)^{-1/2}.
\label{oncentre}
\end{equation}
For $p\ll\xi$ it is $1-p/(2\xi)$ to leading order. For $p\gg\xi$ it tends to zero as $\sqrt{\xi/p}$: the point attraction grows as the pair contracts, while the Gaussian attraction of a normalised pair approaches the finite value $V(0)$.

The effect of a radius error follows from $d\ln s/d\ln\xi=1-s$ and $\xi\propto r_{\rm rms}^{-2}$. For this on-centre pair,
\begin{equation}
\frac{\delta V_G}{V_G}\simeq-(1-s)\frac{\delta r_{\rm rms}}{r_{\rm rms}}.
\end{equation}
The integral is insensitive to the radius for diffuse pairs and inherits nearly the full relative error for very tight ones.

\subsection{The contact limit and cancellation}

The change from a point to a Gaussian nucleus is $\Delta V=+Z\operatorname{erfc}(\sqrt\xi r)/r$, positive because spreading the charge weakens the attraction. Let $\Omega=\chi_a\chi_b$ vary little over a distance $\xi^{-1/2}$. Its spherical average about $\mathbf C$ is $\Omega(\mathbf C)+r^2\nabla^2\Omega(\mathbf C)/6+\cdots$. Integration by parts gives
\begin{equation}
\int_0^\infty r\operatorname{erfc}(\sqrt\xi r)dr=\frac1{4\xi},\qquad
\int_0^\infty r^3\operatorname{erfc}(\sqrt\xi r)dr=\frac3{16\xi^2}.
\end{equation}
After multiplication by $4\pi Z$,
\begin{equation}
\Delta V_{ab}=\frac{\pi Z}{\xi}\left[\Omega(\mathbf C)+\frac{\nabla^2\Omega(\mathbf C)}{8\xi}+\cdots\right].
\label{contact}
\end{equation}
Because $\pi/\xi=2\pi r_{\rm rms}^2/3$, the leading term is $(2\pi/3)Zr_{\rm rms}^2\Omega(\mathbf C)$. For an on-centre s pair, $\nabla^2\Omega/\Omega=-6p$, so the relative correction to this term is $-3p/(4\xi)$. The contact formula therefore fails when $p$ is comparable with $\xi$. Equation \eqref{rule} does not.

Subtracting two separately computed integrals is poorly conditioned for diffuse pairs. If each has relative rounding error at most $\varepsilon$, their on-centre difference has a relative error of up to about $2\varepsilon/(p/2\xi)=4\varepsilon\xi/p$. Equation \eqref{contact}, or quadrature with $\operatorname{erfc}$, avoids this loss when the difference itself is wanted.

\section{Use in a four-component calculation}

The scalar potential acts on both the large and the small components. With restricted kinetic balance, the small functions are generated by $\boldsymbol\sigma\cdot\mathbf p$. Derivatives of Gaussians are again sums of Gaussians, so their attraction integrals use the same $\widetilde F_m$, with higher $m$.

For an $s_{1/2}$ state, let $P$ and $Q$ be the radial functions multiplied by $r$. With the rest energy removed,
\begin{align}
VP-c\left(\frac d{dr}+\frac1r\right)Q&=EP,\label{dirac1}\\
c\left(\frac d{dr}-\frac1r\right)P+(V-2c^2)Q&=EQ.\label{dirac2}
\end{align}
Large functions $g_i=re^{-\alpha_ir^2}$ generate $f_i=g_i'-g_i/r=-2\alpha_ir^2e^{-\alpha_ir^2}$. With $p=\alpha_i+\alpha_j$, the large block needs the integral
\begin{equation}
M_1=\int_0^\infty re^{-pr^2}\operatorname{erf}(\sqrt\xi r)dr=\frac{\sqrt s}{2p},
\end{equation}
which is equation \eqref{ss} at $T=0$, $K=1$, divided by $4\pi$. The small block needs $M_3=-dM_1/dp$. Since $ds/dp=-s(1-s)/p$,
\begin{equation}
M_3=\frac{\sqrt s}{2p^2}+\frac{\sqrt s(1-s)}{4p^2}
=\frac3{4p^2}\left(s^{1/2}-\frac{s^{3/2}}3\right).
\end{equation}
The blocks are $-ZM_1$ and $-4Z\alpha_i\alpha_jM_3$. The powers $s^{1/2}$ and $s^{3/2}$ are those of $\widetilde F_0$ and $\widetilde F_1$.

For a point nucleus, insert $P=r^\gamma e^{-Zr}$ and $Q=-qP$ into equation \eqref{dirac1}. The $1/r$ terms give $cq(1+\gamma)=Z$, and the constants give $E=-cqZ$. The $1/r$ terms of equation \eqref{dirac2} then require $\gamma^2=1-Z^2/c^2$, and its constant terms, $-cZ+2c^2q=cq^2Z$, hold because $cq=Z/(1+\gamma)$ and $q^2=(1-\gamma)/(1+\gamma)$. Hence $E_P=-Z^2/(1+\gamma)=c^2(\gamma-1)$.

The finite-nucleus shift has an independent expression. Let $H_G=H_P+\Delta V$, with eigenstates $\psi_G,\psi_P$. Taking $\langle\psi_P|H_G|\psi_G\rangle$ and letting $H_P$ act to the left gives
\begin{equation}
E_G-E_P=\frac{\langle\psi_P|\Delta V|\psi_G\rangle}{\langle\psi_P|\psi_G\rangle}.
\label{identity}
\end{equation}
The boundary terms vanish: at the origin they contain products of $r^\gamma$ with $r$ or $r^2$, and bound states decay at infinity. Replacing $\psi_G$ by $\psi_P$ gives first-order perturbation theory. Its radial density behaves as $r^{2\gamma}$ near the origin, so setting $r=x/\sqrt\xi$ shows that the first-order shift scales as $r_{\rm rms}^{2\gamma}$ when the factor $e^{-2Zr}$ is nearly one over the nucleus.

\section{Worked example: caesium}

For $Z=55$ and $A=133$, $A^{1/3}=5.10447$ and
\begin{equation}
r_{\rm rms}=0.836(5.10447)+0.570=4.8373\ {\rm fm}.
\end{equation}
Division by $52917.72$ fm per bohr gives $9.1412\times10^{-5}$ bohr, and
\begin{equation}
\xi=\frac{1.5}{(9.1412\times10^{-5})^2}=1.7951\times10^8\ {\rm bohr}^{-2}.
\end{equation}
The s function in the repulsion integral has exponent $8.9753\times10^7$ bohr$^{-2}$. The central potential energy is $-8.315\times10^5$ hartree. More digits are carried here than the radius fit warrants, so that the arithmetic can be followed.

Consider a normalised s pair with $p=10^8$ bohr$^{-2}$, displaced by $10^{-4}$ bohr from the nucleus. Then $T=1$ and $s=sT=0.642227$. Normalisation multiplies equation \eqref{ss} by $(p/\pi)^{3/2}$, so
\begin{align}
V_P&=-2(55)\sqrt{10^8/\pi}\,(0.746824)\nonumber\\
&=-4.63485\times10^5\ {\rm hartree},\\
V_G&=-2(55)\sqrt{10^8/\pi}\,\sqrt{0.642227}\,(0.821575)\nonumber\\
&=-4.08610\times10^5\ {\rm hartree}.
\end{align}
The repulsion code gives the same $V_G$ to all printed digits. Rescaling the argument without the factor $\sqrt s$ would give $-5.09876\times10^5$ hartree. That is stronger than the point attraction, so even the sign of the finite-size change would be wrong.

For on-centre pairs, equation \eqref{oncentre} gives ratios of $0.99997$, $0.9972$, $0.801$ and $0.133$ at $p=10^4$, $10^6$, $10^8$ and $10^{10}$ bohr$^{-2}$. The correction becomes large when $p$ reaches the size of $\xi$.

The 1s level of the one-electron ion Cs$^{54+}$ is computed with 52 functions per component. Their exponents start at 50 bohr$^{-2}$ and increase by a factor of 1.85. For the point nucleus, the basis energy differs from the analytic value by $1.9\times10^{-7}$ hartree. A basis of 44 functions with ratio 2.1 covers a wider range but has an error of $2.5\times10^{-5}$ hartree; the spacing therefore limits that basis, not its end points.

With the analytic point energy as reference,
\begin{align}
E_G-E_P&=-1578.74159-(-1578.87360)\nonumber\\
&=0.1320\ {\rm hartree}=3.592\ {\rm eV}.
\end{align}
Quadrature of equation \eqref{identity} also gives $0.1320$ hartree. First-order Dirac theory gives $0.1441$ hartree, about 9\% more. With both states scaled so that $\langle\psi_P|\psi_G\rangle=\langle\psi_P|\psi_P\rangle$, this excess means that, weighted by $\psi_P\Delta V$, the Gaussian-nucleus state is smaller near the nucleus than the point-nucleus state.

The nonrelativistic contact estimate uses $\Omega(0)=Z^3/\pi$ in equation \eqref{contact}:
\begin{equation}
\Delta E\simeq\frac23Z^4r_{\rm rms}^2=0.0510\ {\rm hartree}.
\end{equation}
Only the leading term of that equation applies, because the 1s density has a cusp: it falls as $1-2Zr$, not as $r^2$. With $\int_0^\infty r^2\operatorname{erfc}(\sqrt\xi r)dr=1/(3\sqrt\pi\,\xi^{3/2})$, the first relative correction is $-8Z/(3\sqrt{\pi\xi})$, about $-0.6\%$. Keeping the decay of the 1s density across the nucleus therefore changes the first-order value to $0.0507$ hartree. The full Dirac shift is 2.6 times this first-order nonrelativistic value.

Here $\gamma=0.9159$, so a 1\% change of radius changes the first-order Dirac shift by about 1.8\%. This is a sensitivity, not an estimate of the error of equation \eqref{radius}. The computed level omits radiative corrections, nuclear recoil, nuclear polarisation and departures from a Gaussian charge shape. The small point-nucleus basis error and the agreement of the shift with equation \eqref{identity}, to about $10^{-6}$ hartree, show convergence within the model, not agreement with experiment.

\section*{Computed results}
\begin{verbatim}
Cs nuclear charge Z: 55
Cs mass number A: 133
A^(1/3): 5.104469
Bohr radius: 52917.7211 fm
rms radius: 4.837336 fm = 9.14123994e-05 bohr
nuclear exponent xi: 1.79506857e+08 bohr^-2
tight s exponent xi/2: 8.97534284e+07 bohr^-2
central potential energy: -8.314924e+05 hartree
d-p test, nuclear exponent: 3.0 bohr^-2
d-p test, formula: -0.007102551518 (unnormalised, a.u.)
d-p test, quadrature: -0.007102551518 (unnormalised, a.u.)
contact-law ratio at xi=1e5 bohr^-2: 0.99999432
pair total exponent p: 1.000e+08 bohr^-2
pair displacement: 1.000e-04 bohr
pair scale xi/(p+xi): 0.64222702
point Boys argument T: 1.00000000
rescaled Boys argument: 0.64222702
F_0(T): 0.74682413
F_0(rescaled T): 0.82157473
pair, point nucleus: -463485.436122 hartree
pair, Gaussian nucleus: -408610.113890 hartree
pair, -Z times repulsion: -408610.113890 hartree
pair, argument rescaled only: -509876.298183 hartree
on-centre Gaussian/point ratio, p=1e+04 bohr^-2: 0.999972147
on-centre Gaussian/point ratio, p=1e+06 bohr^-2: 0.997226175
on-centre Gaussian/point ratio, p=1e+08 bohr^-2: 0.801390681
on-centre Gaussian/point ratio, p=1e+10 bohr^-2: 0.132793602
speed of light: 137.035999178 a.u.
basis functions per component: 52
basis smallest exponent: 50.0 bohr^-2
basis exponent ratio: 1.85
basis largest exponent: 2.112167e+15 bohr^-2
point-nucleus basis error: 1.948e-07 hartree
same error, 44 functions, ratio 2.1: 2.490e-05 hartree
Dirac gamma: 0.915922842
Cs54+ 1s, analytic point: -1578.8736025 hartree
Cs54+ 1s, basis point: -1578.8736023 hartree
Cs54+ 1s, Gaussian nucleus: -1578.7415880 hartree
finite-nucleus shift: 0.132015 hartree = 3.5923 eV
shift from exact identity: 0.132014 hartree
first-order Dirac shift: 0.144131 hartree
first-order nonrelativistic shift: 0.050663 hartree
nonrelativistic contact shift: 0.050976 hartree
Dirac/nonrelativistic shift ratio: 2.60574
\end{verbatim}
